Nudged elastic bands: stationary paths independent of the spring constant

**The decision: which spring constant?**

To find the barrier for an atom migrating through a solid, one places a chain of images of the system between two relaxed sites and joins neighbouring images by springs. A spring constant k must be chosen, although the atom has no such spring. Must the barrier then be converged with respect to k, as it is with respect to a basis set or a cell size?

For a nudged elastic band with uniform springs the answer is no, once the band is stationary. The number of images still matters, and so does the kind of critical point the band crosses. For a plain elastic band, which keeps the whole spring force, the answer is different.

**Setting and conventions**

Let R collect all Cartesian coordinates that may move, and let V(R) be a smooth potential energy with nondegenerate critical points. The band is a curve φ(α), 0 ≤ α ≤ 1, with its ends fixed at two minima. A prime means d/dα, and s is arc length. The curve is regular: |φ′| > 0, and the unit tangent τ = φ′/|φ′| is continuous. Define the projectors

P = ττᵀ,  Q = 1 − P.

With N segments, let dᵢ be the length of the segment before image i and kᵢ its spring constant. The nudged force on image i is

Fᵢ = −Q∇V + (kᵢ₊₁dᵢ₊₁ − kᵢdᵢ)τ.

The first term is the physical force perpendicular to the band. The second is the net spring tension along it: if the segment ahead is the more strongly stretched, the image is pulled forward.

For many images and smoothly varying k, a segment has length |φ′|/N to leading order. The difference between neighbouring tensions brings a second factor 1/N:

kᵢ₊₁dᵢ₊₁ − kᵢdᵢ ≈ (1/N²)(k|φ′|)′.

With σ = k/N² the continuous band force is therefore

F = −Q∇V + (σ|φ′|)′ τ.

**The two parts vanish separately**

Suppose F = 0 everywhere on the band. Since Qτ = 0 and Q² = Q, applying Q gives

Q∇V = 0.  (1)

Since τᵀQ = 0 and τᵀτ = 1, multiplying by τᵀ gives

(σ|φ′|)′ = 0.  (2)

Conversely, (1) and (2) together make F vanish. A spring force cannot balance a physical force here, because the two are orthogonal.

Equation (1) contains no spring constant and no parametrization. It restricts the curve as a set of points. Equation (2) says how the parameter runs along that curve. Integrating it gives σ|φ′| = C, and the total length L fixes C:

L = ∫₀¹ |φ′| dα = C ∫₀¹ dα/σ.

For uniform σ this gives C = σL and |φ′| = L, so σ has dropped out and the images are equally spaced. If σ varies, the local spacing is proportional to 1/σ, but (1) is unchanged. For σ = 0, equation (2) is empty and the spacing is undetermined.

Stationarity of the band does not mean that each image is in mechanical equilibrium. The physical force along the tangent, −(τ·∇V)τ, is generally nonzero. It has been left out of F so that images do not slide downhill.

**What the stationary curve is**

Equation (1) says that ∇V has no component normal to the curve:

∇V = λτ,  λ = τ·∇V = dV/ds.  (3)

Consider steepest descent, dR/dt = −∇V, started at a point of the curve where λ ≠ 0. Its velocity is −λτ, which is tangent to the curve, so the motion stays on it. Between critical points the band is thus a steepest-descent line. Conversely, descent lines joined with a continuous tangent at critical points satisfy (1).

Both ends are minima, so V rises on leaving either end and has a highest interior point, at s₀ say. There λ = dV/ds = 0, and (3) gives ∇V = 0. The top of the band is a true critical point of V in all coordinates.

To find its type, divide (3) by s − s₀ and let s → s₀. Because ∇V vanishes at s₀, the left side tends to the derivative of ∇V along the curve, which is Hτ, with H the Hessian. Because λ(s₀) = 0, the right side tends to (dλ/ds)τ. Hence

Hτ = (d²V/ds²)τ.  (4)

The tangent is an eigenvector of H. At a maximum along the curve its eigenvalue cannot be positive, and it is not zero because the critical point is nondegenerate, so it is negative. The other eigenvalues are not determined by this argument. If they are all positive, the point is a first-order saddle. If one of them is negative, the band runs along a ridge near that point, and energy can be lowered by moving it sideways.

The accurate statement therefore has two parts. A stationary nudged band consists of steepest-descent lines, whatever the value of k > 0. It is a minimum-energy path if, in addition, H is positive definite in the directions transverse to τ at every interior critical point crossed. Those points are then first-order saddles or intermediate minima. Minimum-energy path here means a path of steepest descent from first-order saddles. It need not lie in a valley everywhere. For V = (x² − 1)² + ½c(x)y² + by⁴, with c positive at x = 0 and x = ±1 but negative on part of the slope, the line y = 0 meets the condition, yet V is a maximum across the line wherever c < 0. A band of finitely many images can then be unstable sideways on that stretch.

The path refers to the chosen coordinates. Under a linear change R = My the gradient becomes Mᵀ∇V, which can alter the directions of descent. For invertible M it does not alter where the gradient vanishes, so the saddle and its energy are unaffected.

**A stationary band on a ridge**

The transverse condition is a real restriction. Take

W = A(x² + y² − r₀²)² + Gy²,

with A = 1 eV/Å⁴, r₀ = 1 Å and G = 0.5 eV/Å². The minima are at x = ±1 Å, y = 0. The y-derivative is

∂W/∂y = 4Ay(x² + y² − r₀²) + 2Gy,

which vanishes on the line y = 0. The straight, equally spaced band between the minima is therefore stationary for every uniform k. Its top is the origin, where W = Ar₀⁴ = 1 eV. The Hessian eigenvalues there are −4Ar₀² = −4 eV/Å² along x and −4Ar₀² + 2G = −3 eV/Å² along y. This is a maximum of W, not a saddle.

On the line x = 0 with y ≠ 0, setting ∂W/∂y = 0 gives y² = r₀² − G/(2A) = 0.75 Å², so y = ±0.866 Å. The energy is

W = A[G/(2A)]² + G[r₀² − G/(2A)] = 0.0625 + 0.375 = 0.4375 eV.

The Hessian eigenvalues are now −1 and +6 eV/Å², as a first-order saddle requires. A band of 16 segments, displaced sideways by a half sine wave of height 0.1 Å and then moved in small steps along the nudged force, ends with its middle image at 0.4375 eV. The straight band would have given a barrier of 1 eV, more than twice the height of the side saddle. A symmetric starting path should therefore be displaced off its symmetry line, or the Hessian at its top should be examined.

**Finitely many images**

In a calculation the tangent is estimated from neighbouring images. The central choice is

τᵢ = (Rᵢ₊₁ − Rᵢ₋₁)/|Rᵢ₊₁ − Rᵢ₋₁|.

The same projection argument holds with this τᵢ. For uniform k the stationary conditions are Q∇V = 0 and dᵢ₊₁ = dᵢ, neither of which contains k. Independence of k thus holds for a finite band too, and does not wait for the limit of many images. If several stationary bands exist, the argument does not say which one a given optimization will reach.

What remains is an error of the curve. With spacing h,

R(s+h) − R(s−h) = 2hτ + (h³/3) d²τ/ds² + …

After normalization, the direction differs from τ by a normal vector of size ε = (h²/6)|Q d²τ/ds²|. On the true path ∇V = λτ, so the misdirected projection leaves a normal force of magnitude |λ|ε to leading order. If the linearized band equations have a bounded inverse, this displaces the images by an amount of order h².

There is a separate error if the barrier is read from the highest image. That image can miss the saddle by up to h/2 along the path. If μ < 0 is the unstable eigenvalue, the energy is too low by at most

½|μ|(h/2)² = |μ|h²/8,  (5)

to leading order in h.

A climbing image removes this second error. At the highest image the spring is dropped and the tangential physical force is reversed:

F = −(1 − 2P)∇V.

Since P² = P, (1 − 2P)² = 1 − 4P + 4P = 1, so the factor is invertible. If F = 0, then ∇V = 0. The converged climbing image sits on a critical point, even if its tangent is slightly inaccurate.

**Worked example: a curved hop**

Take a model hop with two coordinates,

V = E₀w² + gx/a + (K/2)(y − cw)²,  w = 1 − x²/a²,

with E₀ = 0.5 eV, g = 0.1 eV, a = 1.5 Å, c = 1 Å and K = 4 eV/Å². The term with g makes the two sites unequal. The last term makes a curved valley with floor y = cw. The floor is not the minimum-energy path: on it the last term has zero gradient, so ∇V points along x, while the floor itself is generally inclined to x.

At a critical point y = cw, and the remaining x-derivative must vanish. With u = x/a this means

−4E₀u(1 − u²) + g = 0,  or  u(1 − u²) = 0.05.

The root near zero is u = 0.0501, which puts the saddle at x = 0.0752 Å, y = 0.9975 Å with V = 0.5025 eV. The Hessian eigenvalues there are −0.879 and 4.015 eV/Å². The outer roots give minimum A at x = −1.536 Å with V = −0.1012 eV and minimum B at x = 1.461 Å with V = 0.0987 eV. The barrier from A is

0.5025 − (−0.1012) = 0.6037 eV = 603.7 meV,

and from B it is 0.5025 − 0.0987 = 0.4038 eV.

A reference path that involves no springs is obtained by integrating steepest descent numerically from both sides of the saddle. Its length is 3.783 Å. Nudged bands of 32 segments were then started from the straight line between the minima and made stationary by relaxation followed by Newton's method:

k = 0.1 eV/Å²: spacing 0.1182 Å, top 0.60347 eV above A
k = 1 eV/Å²: spacing 0.1182 Å, top 0.60347 eV above A
k = 10 eV/Å²: spacing 0.1182 Å, top 0.60347 eV above A

No image coordinate differs between these bands by as much as 10⁻⁶ Å. The top lies about 0.25 meV below the saddle. The bound (5) is 0.879 × 0.1182²/8 = 0.0015 eV, or 1.5 meV, so the highest image happens to lie closer to the saddle than half a spacing. With a climbing image the barrier is 0.6037 eV, the saddle value.

The root-mean-square distance of the images from the descent path is 1.77 × 10⁻⁴ Å for 16 segments, 4.38 × 10⁻⁵ Å for 32 and 1.09 × 10⁻⁵ Å for 64. Each halving of the spacing divides it by about four, as an error of order h² should.

With 64 segments and k rising linearly from 1 to 3 eV/Å² between A and B, the first spacing is 0.1072 Å and the last 0.0357 Å. Their ratio is 3, the inverse of the ratio of spring constants. The images stay within 6.5 × 10⁻⁵ Å of the descent path. Graded springs have moved the images along the curve, with a sideways effect of the size of a discretization error.

**Why the plain band fails**

Now keep the full physical force and the full spring force. With image index j treated as continuous, the stationary band obeys

k d²R/dj² = ∇V.  (6)

Let v = |dR/dj| be the local spacing, κ the curvature of the band and n its unit normal. Then dR/dj = vτ, and

d²R/dj² = (dv/dj)τ + κv²n.

Take the scalar product of (6) with dR/dj. The left side becomes d(kv²/2)/dj and the right side dV/dj, so

kv²/2 − V = E  (7)

is constant along the band. The normal part of (6), with kv² taken from (7), is

|Q∇V| = kκv² = 2κ(V + E).  (8)

Wherever the band is curved and its images are separated, the normal gradient is nonzero. The band is pulled to the inside of the bend.

One might hope to cure this with soft springs. But kv²/2 cannot be negative, so (7) requires E ≥ −V at every point of the band, including the lower minimum A. Equation (8) then gives at the top

|Q∇V| ≥ 2κ(V_top − V_A).

The bound does not contain k. As k falls, v at the top grows like 1/√k and the product kv² stays finite. This holds while the images resolve the curve; for very soft springs the spacing becomes too large for (6).

Plain bands of 128 segments in the same model show this. For k = 160 eV/Å² the largest distance from the descent path is 0.161 Å, and for k = 80 eV/Å² it is 0.160 Å: halving k brings no useful gain. In both cases E = 0.1012 eV, which is −V_A to the digits given, so the bound is nearly reached. The images crowd near A: for k = 80 eV/Å² the spacing ranges from 0.00003 to 0.128 Å. Equation (7) accounts for the large value. The top is 0.6535 eV above A, so v = √(2 × 0.6535/80) = 0.128 Å.

For k = 80 eV/Å² the normal gradient at the highest image is 0.647 eV/Å. Equation (8), with κ taken from a cubic spline through the images, gives 0.646 eV/Å. Dividing the gradient by the transverse stiffness at the saddle, 4.015 eV/Å², gives a harmonic estimate of about 0.16 Å for the displacement at the top, similar to the largest distance found along the band. The barrier is too high by 0.6535 − 0.6037 = 0.050 eV.

Stiffer springs space the images more evenly but cut the corner more. At k = 1600 eV/Å² the spacing varies only from 0.019 to 0.035 Å, while the largest distance from the path is 0.240 Å and the barrier is too high by 0.116 eV. Projection removes this conflict because the spring force then has no normal part.

**What k still controls**

Projection has a price. Vary the perpendicular force on a stationary band through its tangent alone. Since ∇V = λτ and τ·δτ = 0,

δ[−∇V + (τ·∇V)τ] = (δτ·∇V)τ + (τ·∇V)δτ = λδτ.

For a nearly straight stretch, sideways displacements u of the neighbours give δτᵢ = (uᵢ₊₁ − uᵢ₋₁)/(2h). The force on image i thus responds to image i+1 with coefficient λᵢ/(2h), while the force on image i+1 responds to image i with −λᵢ₊₁/(2h). On a slope these have opposite signs. The force derived from an energy would have a symmetric matrix of such coefficients, so the nudged force is not the gradient of any band energy. An optimizer for it should work from forces and not from values of a supposed total energy.

The spring constant also affects how a calculation converges. If it is stopped with a tangential force f left on an image, then k(dᵢ₊₁ − dᵢ) = f, and neighbouring spacings differ by f/k. For f = 0.01 eV/Å this is 0.1 Å at k = 0.1 eV/Å² and 0.001 Å at k = 10 eV/Å². Very stiff springs have their own cost. Along a straight stretch, displacements of alternating sign, u, −u, u, …, feel a spring force −4ku. A simple update by a step η times the force multiplies them by 1 − 4kη, so it is stable only for η < 1/(2k). This is not the only limit. On a straight slope with transverse stiffness K⊥, a sideways wave uⱼ = exp(ijθ) feels, through the central tangent, the force (−K⊥ + iλ sin θ/h)uⱼ. The update multiplies it by 1 − ηK⊥ + iηλ sin θ/h, which stays below 1 in modulus for all θ only if η < 2K⊥/(K⊥² + λ²/h²). This limit contains no k and falls like h² as images are added. For the curved hop with k = 1 eV/Å², the largest stable step is 0.043 Å²/eV for 128 segments and 0.011 Å²/eV for 256, far below 1/(2k) = 0.5 Å²/eV.

A practical choice of k is therefore one that spaces the images well without forcing very small steps. The forces should be converged in every case. The barrier should then be converged with respect to the number of images or read from a climbing image, and its saddle should have exactly one negative Hessian eigenvalue.
